Wang-Landau Sampling of Adsorbate Coverage from a Joint Density of States

**1. What dimensions and symmetry fix**

Consider M = L² adsorption sites on a square lattice with periodic edges and L ≥ 3. Each site is empty or holds one molecule. Let N be the number of molecules and P the number of nearest-neighbour pairs of occupied sites. Each pair costs an energy w, positive for repulsion, and each molecule is supplied at chemical potential μ, measured so that an isolated adsorbed molecule has weight exp(μ/kT).

The coverage θ = ⟨N⟩/M is a pure number, while μ, w and kT are energies. At fixed L it can therefore depend only on the two ratios

a = μ/kT, b = w/kT.

A configuration has weight exp(aN − bP), so configurations with the same N and P have the same weight. If g(N,P) is their number, then

θ(a,b) = Σ N g(N,P) exp(aN − bP) / [M Σ g(N,P) exp(aN − bP)]. (1)

The sums run over all classes (N,P). The integers g contain no temperature, chemical potential or interaction energy, so one table of g serves all values of the three.

Exchanging molecules and holes gives a further constraint. The lattice has 2M bonds. Let U be the number of bonds with one occupied end. Counting the four bond ends at each molecule gives 4N = 2P + U. The number of hole-hole bonds is then

P′ = 2M − P − U = 2M − 4N + P,

and the number of holes is N′ = M − N. The exchange maps configurations one to one, so g(N,P) = g(N′,P′). Solving for the old variables gives N = M − N′ and P = P′ + 2M − 4N′, hence

aN − bP = constant + (4b − a)N′ − bP′.

The holes are thus a lattice gas with a replaced by 4b − a:

θ(a,b) = 1 − θ(4b − a,b).

At a = 2b, that is μ = 2w, the coverage is one half at every temperature on the finite lattice.

A density of states in the interaction energy wP alone would not suffice when μ varies, because configurations with equal P have different N. For the 6 × 6 example below at 500 K, the mean N among configurations with P = 12 rises from 12.89 to 18.43 when the gas pressure rises from 0.01 to 1 Torr. Both labels must be kept.

**2. The random walk and its update**

Let ĝ be the current estimate of g. A step chooses a site at random and proposes to flip its occupation. If the site has k occupied neighbours, filling it changes (N,P) by (+1,+k) and emptying it changes them by (−1,−k). The flip is accepted with probability

A(old→new) = min[1, ĝ(old)/ĝ(new)].

Suppose first that ĝ is frozen. Give each configuration s the probability π(s) ∝ 1/ĝ(s), where ĝ(s) belongs to its class. Each site is chosen with probability 1/M, so the flow from s to s′ is proportional to

(1/M) [1/ĝ(s)] min[1, ĝ(s)/ĝ(s′)] = (1/M) min[1/ĝ(s), 1/ĝ(s′)].

This is symmetric in s and s′, so π is stationary. Flips connect all configurations, and the long-run fraction of steps spent in class i, which contains g_i configurations, is

p_i = (g_i/ĝ_i) / Σ_j (g_j/ĝ_j). (2)

The visits are uniform over classes when ĝ is proportional to g. A class that is visited too often has too small a ĝ. The Wang-Landau rule uses this: after every step, accepted or rejected, add ln f to ln ĝ of the class now occupied. While ln f is positive the acceptance rule keeps changing, so the walk does not obey detailed balance with fixed weights. Equation (2) then holds approximately, if the walk mixes over the classes faster than ĝ changes.

**3. How fast ln f may fall**

Let there be n classes, and define x_i = ln ĝ_i − ln g_i. A common shift of all x_i cancels from equation (1), so the relevant error is δ_i = x_i − x̄, with x̄ the mean over classes. To first order, equation (2) becomes

p_i = exp(−x_i)/Σ_j exp(−x_j) ≈ (1 − δ_i)/n,

because the δ_j sum to zero. One step raises x_i by ln f (1 − δ_i)/n on average and raises x̄ by ln f/n. Subtracting,

δ_i → δ_i (1 − ln f/n). (3)

Take ln f = n/t, where t counts steps. From step t₀ to step T the factors telescope:

∏ (1 − 1/t) = ∏ (t − 1)/t = t₀/T, with t running from t₀ + 1 to T.

The old error decays towards zero. Now halve ln f after every K steps instead, starting from f₀ = initial ln f. The sum of ln f/n over all later steps is

(K f₀/n)(1 + 1/2 + 1/4 + …) = 2K f₀/n.

For small ln f/n the remaining fraction is exp(−2K f₀/n), which does not vanish however long the run lasts.

An iteration of the full average update, without the linear approximation, shows the difference. With n = 20, t₀ = 400 and T = 20,000, the n/t schedule leaves a fraction 0.0200 of a small initial error, as t₀/T predicts. Halving from f₀ = 0.05 every 400 steps leaves 0.1351, against exp(−2) = 0.1353.

Noise sets the other limit. Suppose successive classes are drawn independently and nearly uniformly. One step adds to δ_i a fluctuation ln f (I_i − 1/n), where I_i is 1 if class i was visited and 0 otherwise. Its variance is

(n/t)² (1/n)(1 − 1/n) = (n − 1)/t².

By step T this fluctuation has shrunk by t/T, so its variance has become (n − 1)/T². Adding the contributions of all steps gives

var δ = (n − 1)(T − t₀)/T² ≈ n/T for n ≫ 1 and T ≫ t₀. (4)

This is the inverse of the mean number of visits per class. A simulation of 500 copies with independent draws, n = 20, t₀ = 400 and T = 4,000, gave 0.00426; equation (4) before its last approximation gives 0.00428.

The coefficient in n/t can also be chosen. With ln f = cn/t, the old error decays as (t₀/T)^c for t₀ ≫ c. For T ≫ t₀ and c > 1/2, the noise variance is

c²(n − 1) T^(−2c) ∫₀ᵀ t^(2c−2) dt = [c²/(2c − 1)] (n − 1)/T.

Setting the derivative of c²/(2c − 1) to zero gives 2c(2c − 1) − 2c² = 0, hence c = 1. Within this independent-draw model, n/t has the least noise among the schedules with c > 1/2.

**4. Algorithm**

1. Start with an empty lattice, all stored ln ĝ equal to zero, and ln f = 1. Zero marks an unseen class.
2. Flip sites by the acceptance rule and add ln f after each step. Once the known classes have positive ln ĝ, a proposed move into an unseen class is accepted. On its first visit give that class the lowest ln ĝ found among known classes at the last check of step 3 (zero before the first check), then add ln f. This prevents a late discovery from trapping the walk while it climbs from zero.
3. Every 20,000 steps, halve ln f if all known classes have been visited since the last halving.
4. When ln f has fallen to n/t or below, set ln f = n/t and keep to that law, refreshing the value every 20,000 steps, with n the number of known classes.
5. Normalize by Σ g = 2^M, the number of all configurations.
6. For each T and μ, form the exponents ln ĝ + aN − bP, subtract the largest to avoid overflow, and evaluate equation (1).

Step 6 costs one sum over classes for each condition. The sampling is not repeated.

**5. From the error of ln ĝ to the error of coverage**

Replace g_i by g_i exp(x_i) in equation (1) and expand to first order in x:

θ̂ = ⟨N exp(x)⟩/(M⟨exp(x)⟩) ≈ θ + [⟨Nx⟩ − ⟨N⟩⟨x⟩]/M. (5)

The averages use the correct weights at the chosen T and μ. The coverage error is therefore a covariance: a constant x does no harm, and x = sN gives an error s var(N)/M.

Two limits show where errors matter. For a dilute layer only N = 0 and N = 1 contribute appreciably. Since g(0,0) = 1 and g(1,0) = M, equation (1) gives θ ≈ exp(a). The relative error of the sampled coverage is then x(1,0) − x(0,0), with no averaging over many classes.

For low temperature, w > 0, even L and 0 < μ < 4w, share each molecule's −μ equally among its four bonds. A bond then has energy 0, −μ/4 or w − μ/2 for zero, one or two occupied ends. The middle value is the lowest, and the two checkerboard patterns attain it on every bond. The coverage tends to one half even if ĝ(M/2,0) is wrong, because one class dominates. The entropy k ln g does inherit that error.

Without interaction, b = 0, summing g over P gives the binomial number of ways to place N molecules on M sites. Equation (1) then reduces to the Langmuir result

θ = exp(a)/[1 + exp(a)].

**6. A surface in contact with a gas**

For an ideal gas of molecules with single-molecule partition function q = q_rot V/λ³, the chemical potential is −kT ln(q/N_gas). Since V/N_gas = kT/p,

μ_gas = −kT ln[q_rot kT/(pλ³)], λ = h/√(2πmkT).

For a symmetric-top molecule in the classical limit, q_rot = (1/σ)√[π(kT)³/(B²C)], with B and C the rotational constants as energies and σ the symmetry number. An adsorbed molecule has binding energy D, taken between ground states, and a partition function q_ads for its motion against the surface. Internal vibrations are assumed unchanged and cancel. The site weight exp(μ_gas/kT) q_ads exp(D/kT) must equal exp(μ/kT), so

μ = μ_gas + D + kT ln q_ads.

The example uses D = 1.10 eV, w = 0.05 eV, m = 17 u, B and C equal to 10 and 6 cm⁻¹, and σ = 3. Six harmonic surface modes have quanta 10, 15, 15, 40, 70 and 70 meV; q_ads is the product of their factors 1/[1 − exp(−quantum/kT)]. At 500 K and 0.1 Torr, kT = 0.0431 eV, μ_gas = −1.297 eV and q_ads = 143.2. Thus

μ = −1.297 + 1.10 + 0.0431 × ln 143.2 = 0.017 eV.

A tenfold rise in pressure adds kT ln 10 = 0.099 eV, giving 0.116 eV at 1 Torr.

Four independent runs of 2.5 million steps were made on a 6 × 6 lattice. The reference values come from a matrix between the 64 possible states of neighbouring rows. Its element is exp(aN_r − bP_r), where N_r counts the molecules in the first row and P_r the pairs within that row and between the two rows. The trace of its sixth power is the denominator sum in (1); inserting N_r/L for one row before taking the trace, and dividing by that sum, gives the coverage. Replacing the two exponentials by complex roots of unity and inverting the Fourier sums gives g itself. These references are exact for the finite model, up to rounding. The matrix dimension grows as 2^L, which limits that route on wide lattices.

Coverages, averaged over the runs, are:

T (K), p (Torr): sampled; reference; Langmuir
400, 0.01: 0.622; 0.621; 0.989
450, 0.01: 0.356; 0.357; 0.718
500, 0.01: 0.099; 0.098; 0.128
500, 0.1: 0.311; 0.312; 0.595
500, 1: 0.534; 0.534; 0.936
600, 1: 0.129; 0.129; 0.175

Repulsion lowers the coverage by about a quarter already near θ = 0.1, and by about half between θ = 0.3 and 0.4. Only in a much more dilute layer does it cease to matter: at 600 K and 0.01 Torr the reference and the Langmuir value are both 0.0021. Over all 15 combinations of five temperatures from 400 to 600 K with 0.01, 0.1 and 1 Torr, the largest absolute coverage error was 0.0007. The same tables with an attraction w = −0.03 eV, at μ = −0.08 eV and 500 K, gave 0.2621 against 0.2609.

**7. Reading the sampling errors**

The walk found 482 classes. Equation (4) would give an error of √(482/2,500,000) = 0.014 in ln g for independent draws. The root-mean-square errors of the four runs, relative to the reference, were 0.053 to 0.072, four to five times larger. Equation (4) leaves out at least two contributions. Successive steps are correlated, since a step changes N by at most one. Also, normalization by the total 2^M can leave a common shift in ln ĝ, which counts in these errors but not in δ. The first is the larger. A walk with the exact g held frozen gives visit counts whose logarithms scatter about 3.3 times more than independent draws would. In six further runs of the same length the common shift was only 0.005 to 0.019, while δ alone was 0.056 to 0.064. Averaging ln ĝ over the runs reduced the error to 0.035.

Errors in single classes can be larger. The run-averaged ln ĝ(18,0) was 0.524, whereas two checkerboards require ln 2 = 0.693. At 600 K and 0.01 Torr the sampled coverage was 0.0023 and the reference 0.0021: a small absolute error, but about 10% of the coverage, as the dilute limit of equation (5) allows.

The scatter between a few runs can understate the error. At 450 K and 0.01 Torr the mean was 0.3559 with a standard error of 0.0001, but the reference is 0.3566. Four runs determine a standard error poorly, so their close agreement may be accidental, and the gap does not establish a bias common to them. An error left over from the early stage with large ln f is possible, but was not isolated here. The change to n/t came after 480,000 to 740,000 steps, so by t₀/T the mean law leaves 19 to 30% of the error present then.

A final run with frozen ĝ removes the changing acceptance rule. If H_i counts its visits, equation (2) gives the new estimate

ln g_i = ln ĝ_i + ln H_i + constant.

Its remaining error is that of a finite run with fixed weights, provided every class is visited. The run must be long enough, because the noise in ln H_i enters ln g_i directly and a short run can make some coverages worse.

**8. Where the surface model fails**

The parameters are rough values in the regime of ammonia held molecularly on Lewis-acid metal sites of an oxide during deposition. They do not describe a particular surface. The harmonic factors are rough too. If the 10 meV mode is a rotation about the molecule's threefold axis, a cosine barrier of height (10 meV)²/(9C) ≈ 15 meV lies below kT, and the rotation is nearly free. At 500 K this lowers μ by about 0.006 eV, which moves the coverage at 0.1 Torr from 0.31 to 0.30. At 500 K and 0.1 Torr, changing D by −0.05 or +0.05 eV changes the coverage from 0.31 to 0.19 or 0.43. This far exceeds the sampling error.

The range of repulsion is equally important. If the 0.05 eV were entirely due to parallel dipoles normal to the surface, it would fall as the inverse cube of distance. Including second neighbours by the row matrix lowers the coverage to 0.26. The sum over all neighbours, in units of the nearest-pair energy, is 9.034; removing the first two shells leaves 9.034 − 4 − 4/2^(3/2) = 3.62. In mean field these distant molecules lower μ by 3.62wθ. The self-consistent coverage is 0.19, where that shift is 0.035 eV. This case is not remote: two parallel dipoles of 1.47 D, the gas-phase value for ammonia, repel by 0.031 eV at 0.35 nm before any screening or depolarization by the surface. The nearest-neighbour model thus needs a short-ranged interaction; otherwise further pair counts must join N and P as labels.

Lattice size matters less here. At 400 K and 0.01 Torr, the tabulated condition most sensitive to enlarging the side from 6 to 8, a side of 10 gives 0.623 instead of 0.621, and long strips of width 12 and 14 give 0.6235. This shift of 0.0025 exceeds the sampling error, and two other conditions move by about 0.001, so the third digit of the tabulated coverages belongs to the 6 × 6 lattice.

Equilibrium also needs time. With unit sticking and site spacing d = 0.35 nm, molecules arrive at an empty site at rate r = pd²/√(2πmkT). Detailed balance sets the desorption rate of an isolated molecule to r exp(−μ/kT), and the relaxation time of an isolated site is the inverse of the sum of the two rates. Its largest value over the 15 conditions is 0.19 ms, at 400 K and 0.01 Torr, well below a dose of roughly 0.1 s. An interacting layer can be slower: with the repulsion put into the desorption rate, the slowest mode of a 4 × 4 layer at that condition takes 0.27 ms. Neither figure covers a layer close to its ordering transition. A sticking probability S lengthens it by 1/S. Irreversible dissociation or another irreversible surface reaction breaks the assumption altogether: the coverage then depends on the dosing history, and equation (1) describes at most the reversibly held molecules.
